# Hund's Third Rule from One Stretched Determinant

The spin-orbit energy of a single electron in an atom is positive when its orbital and spin angular momenta are parallel. If this is carried over directly to a whole shell, with a positive multiple of $\mathbf L\cdot\mathbf S$ for every filling, the level order of the ground term comes out upside down in the second half of the shell. For $d^8$, whose Hund term is $^3F$, one would predict the lowest level to have $J=2$; the correct result is $J=4$. The size can go wrong too: using the one-electron constant itself as the coefficient of $\mathbf L\cdot\mathbf S$ makes the splitting of the $d^2$ ground term twice too large. Both the sign and the factor follow from one diagonal matrix element.

Angular momenta are in units of $\hbar$, and the radial formulas are in atomic units, where the speed of light is $c=1/\alpha$ and $\alpha$ is the fine-structure constant. Let an electron move in a central potential energy $V(r)$. In the Dirac equation, with energy $E$ counted from the rest energy, the large and small components $\varphi$ and $\chi$ obey

$$
(E-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad
\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2c^2+E-V}
\approx\frac{1}{2c}\left(1-\frac{E-V}{2c^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi .
$$

Inserting $\chi$ into the first equation produces, among other terms, $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p/(4c^2)$. Since $\mathbf p=-i\nabla$ also acts on $V$, and since $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, its spin-dependent part is

$$
\frac{1}{4c^2}(-i)(i)\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\frac{1}{4c^2}\frac{1}{r}\frac{dV}{dr}\,\boldsymbol\sigma\cdot\mathbf l
=\frac{\alpha^2}{2}\frac{1}{r}\frac{dV}{dr}\,\mathbf l\cdot\mathbf s .
$$

Here $\nabla V=(\mathbf r/r)\,dV/dr$, $\mathbf l=\mathbf r\times\mathbf p$ and $\boldsymbol\sigma=2\mathbf s$ were used. All electrons of an open shell $l$ are given the same radial function, so averaging over it leaves one constant:

$$
H_{\rm so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i,\qquad
\zeta=\frac{\alpha^2}{2}\left\langle\frac1r\frac{dV}{dr}\right\rangle .
$$

An attractive potential that rises outward has $dV/dr>0$, hence $\zeta>0$. This is a mean-field model to leading order in $\alpha^2$: the other electrons enter through $V$, and explicit two-electron magnetic interactions are left out. Closed shells drop out. In a full shell each $m$ occurs with both spin projections, so the diagonal sum of $m\sigma$ vanishes, and no orbital of the shell is free for an electron to be moved into.

Let the open shell hold $n$ electrons, $0<n<4l+2$. Coulomb repulsion separates its states into terms with definite $L$ and $S$. I take from Hund's first two rules that the lowest term has the largest $S$ and, for that $S$, the largest $L$. If the spin-orbit energy is small compared with the distance to other terms, first-order degenerate perturbation theory applies: $H_{\rm so}$ is diagonalized within the $(2L+1)(2S+1)$ states of this term.

One state of the term can be written down at once. Fill the spin-up orbitals in the order $m=l,l-1,\ldots$, and when they are used up, fill the spin-down orbitals in the same order. This is the stretched determinant. For $n\le 2l+1$ all spins are up, and its projections are

$$
M_S=\frac n2,\qquad
M_L=\sum_{k=0}^{n-1}(l-k)=nl-\frac{n(n-1)}2=\frac{n(2l+1-n)}2 .
$$

For $n=2l+1+q$ with $q>0$, the full spin-up set has $\sum m=0$, and the $q$ spin-down electrons give

$$
M_S=\frac{2l+1}{2}-\frac q2=\frac{4l+2-n}{2},\qquad
M_L=\frac{q(2l+1-q)}2 .
$$

No determinant of the shell has a larger $M_S$, because as many spins as possible are up. Among the determinants with this $M_S$, no other has as large an $M_L$, because the partly filled spin set takes the largest available values of $m$. So $L_+$ and $S_+$ both annihilate the determinant: each would have to produce a state with projections that do not occur. The identity $\mathbf L^2=L_-L_++L_z^2+L_z$ then gives the eigenvalue $M_L(M_L+1)$, and the same holds for spin. The determinant is therefore the state $|LS;M_L=L,M_S=S\rangle$ of the Hund term. A second term with the same $L$ and $S$ would need a second state with these projections, so the term occurs once. Inserting $n=2S$ in the first case and $q=2l+1-2S$ in the second gives, for both halves of the shell,

$$
L=S(2l+1-2S).
$$

Next, the form of $H_{\rm so}$ within the term is needed. Consider the nine operators $T_{ab}=\sum_i l_{ia}s_{ib}$, with $a,b=x,y,z$. From the one-electron commutators,

$$
[L_a,T_{bc}]=i\sum_d\epsilon_{abd}T_{dc},\qquad
[S_a,T_{bc}]=i\sum_d\epsilon_{acd}T_{bd},
$$

so $T_{bc}$ is a vector in its first index under orbital rotations and a vector in its second index under spin rotations. Projecting onto the term preserves this, since the projector $P$ commutes with $\mathbf L$ and $\mathbf S$. Now count the operators of this type that exist in the term. The matrices acting on the $2L+1$ orbital states transform under rotations like the coupling of $L$ with $L$, which contains each rank $0,1,\ldots,2L$ once. Rank one, the vector, thus occurs once, and $L_a$ itself fills that place. The same is true of $S_b$ in spin space. For $L,S>0$ the double vector therefore occurs once, it is spanned by the products $L_aS_b$, and an operator set that transforms identically can differ from it by a common factor alone. This is the Wigner-Eckart theorem applied in both spaces:

$$
P\,\zeta T_{ab}\,P=\lambda\,P\,L_aS_b\,P
\quad\Longrightarrow\quad
P H_{\rm so}P=\lambda\,P\,\mathbf L\cdot\mathbf S\,P .
$$

The implication follows on setting $a=b$ and summing. Since $\lambda$ is a single number, one nonzero matrix element fixes it.

Take the expectation value in the stretched determinant. On the right-hand side,

$$
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),
$$

and the ladder terms change $M_L$ and $M_S$, so they have no diagonal element. What remains is $\lambda LS$. On the left-hand side the ladder parts of each $\mathbf l_i\cdot\mathbf s_i$ move an electron into a different spin orbital and likewise have no diagonal element. With $\sigma_i=\pm\frac12$ for the spin projection,

$$
\lambda LS=\zeta\sum_i m_i\sigma_i .
$$

Below half filling every $\sigma_i$ is $+\frac12$, and $\sum_i m_i=L$. Hence

$$
\lambda LS=\frac{\zeta L}{2}
\quad\Longrightarrow\quad
\lambda=+\frac{\zeta}{2S}\qquad(n<2l+1).
$$

Above half filling the spin-up electrons contribute $\frac12\sum m=0$. The spin-down electrons carry all of $L$, each with $\sigma_i=-\frac12$:

$$
\lambda LS=0-\frac{\zeta L}{2}
\quad\Longrightarrow\quad
\lambda=-\frac{\zeta}{2S}\qquad(n>2l+1).
$$

The constant $\zeta$ has not changed sign. Every electron still prefers its own $\mathbf l$ and $\mathbf s$ antiparallel. What changes is that the electrons responsible for the orbital moment now have spins opposite to the total spin. Antiparallel alignment for them means that $\mathbf L$ and $\mathbf S$ are parallel.

The same sign appears when the shell is described by its holes. A missing electron with projections $m,\sigma$ leaves a hole with $m_h=-m$ and $\sigma_h=-\sigma$, so that $m\sigma=m_h\sigma_h$. The full shell has zero sum, and therefore

$$
\sum_{\rm electrons}m\sigma=-\sum_{\rm holes}m_h\sigma_h .
$$

Holes build up $L$ and $S$ just as the same number of electrons would, but with $\zeta$ replaced by $-\zeta$. In $d^8$, for instance, the orbitals with $m=-1,-2$ and spin down are empty. The holes have $m_h=1,2$ and $\sigma_h=\frac12$, which gives $L=3$, $S=1$ and an electron sum of $-\frac32$. Then $\lambda=-\zeta/2$, against $+\zeta/2$ for $d^2$.

The levels follow from $\mathbf J=\mathbf L+\mathbf S$. Squaring gives $2\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$, so the first-order energies, measured from the unperturbed term, are

$$
E_J=\frac\lambda2\left[J(J+1)-L(L+1)-S(S+1)\right].
$$

Neighbouring levels are separated by

$$
E_J-E_{J-1}=\frac\lambda2\left[J(J+1)-(J-1)J\right]=\lambda J .
$$

For $\lambda>0$ the energy rises with $J$, and the lowest level has the smallest value, $J=|L-S|$. For $\lambda<0$ it falls with $J$, and the lowest level has $J=L+S$. This is Hund's third rule.

The total width of the multiplet has a simple form. Away from half filling $2S\le 2l$, so $L=S(2l+1-2S)\ge S$ and the smallest $J$ is $L-S$. The distance between the outermost levels is then

$$
\frac{|\lambda|}2\left[(L+S)(L+S+1)-(L-S)(L-S+1)\right]
=\frac{|\lambda|}2\,(4LS+2S)=|\lambda|S(2L+1)=\zeta\left(L+\tfrac12\right).
$$

At fixed $L$, a larger spin reduces $|\lambda|$ but increases the range of $\mathbf L\cdot\mathbf S$, and the two effects cancel in the width. For one electron $S=\frac12$, so $\lambda=\zeta$ and the width is the familiar $\zeta(l+\frac12)$.

At half filling $L=0$. Both sides of the equation for $\lambda$ vanish, so $\lambda$ is undefined. There is a single level, $J=S$, and its first-order shift is zero. The third rule has nothing to decide there.

The projected operator was tested as a complete matrix, not just through its stretched element, for every open $p$ and $d$ filling and for $f^2$, $f^3$, $f^{11}$ and $f^{12}$. The $d$-shell constants are listed in the numerical output.

The formula belongs to the Hund term and cannot be applied to an arbitrary term. In $d^3$ the term $^2H$ has $L=5$ and $S=\frac12$. Its stretched state is the determinant with $m=2$ doubly occupied and $m=1$ occupied with spin up: no larger $M_L$ is allowed, and $M_L=5$ cannot be reached with three parallel spins. The same diagonal element gives

$$
\lambda\cdot5\cdot\tfrac12=\zeta\left(2\cdot\tfrac12-2\cdot\tfrac12+1\cdot\tfrac12\right)=\frac\zeta2
\quad\Longrightarrow\quad \lambda=\frac\zeta5,
$$

whereas $\zeta/(2S)$ would be $\zeta$. The decisive property below half filling is that all spins are parallel. The excited term $^4P$ of $d^3$ has it as well. Its state with $M_L=1$, $M_S=\frac32$ may combine several determinants, but all have spin up and $\sum m=1$. Between such determinants the ladder parts of $H_{\rm so}$ vanish because they flip a spin, so the expectation value is $\zeta/2$. Hence $\lambda\cdot1\cdot\frac32=\zeta/2$ and $\lambda=\zeta/3=\zeta/(2S)$.

The free titanium atom in the configuration $3d^2\,4s^2$ shows the sizes involved. The $3d$ orbital was computed in a spherical, nonrelativistic, self-consistent field with local-density exchange and no correlation. In this field $dV/dr$ is positive throughout the tested range, out to 10 bohr, and the average over the $3d$ orbital gives $\zeta=149.87\ \mathrm{cm^{-1}}$. The formula for $\zeta$ was tested separately on a $3d$ electron bound to a bare charge of 5, where it reproduces the constant extracted from the Dirac splitting to 0.02 per cent. That supports the formula, not the accuracy of the titanium potential. The decimals below are kept so that small differences within the model can be followed. The last one is not converged in the radial basis: at the basis limit $\zeta$ is about $0.01\ \mathrm{cm^{-1}}$ larger and the levels move by up to $0.02\ \mathrm{cm^{-1}}$. The decimals are not a claim of accuracy for the real atom. The measured $^3F$ multiplet of titanium is about $387\ \mathrm{cm^{-1}}$ wide, which corresponds to an effective $\zeta$ near $110\ \mathrm{cm^{-1}}$, so this potential overestimates the splitting by more than a third.

The two $d$ electrons occupy $m=2$ and $m=1$ with spin up. Thus $L=3$, $S=1$, the term is $^3F$, and

$$
\lambda=\frac{\zeta}{2S}=\frac{149.87}{2}\ \mathrm{cm^{-1}}\approx74.93\ \mathrm{cm^{-1}},
$$

or about 9.3 meV. With $L(L+1)+S(S+1)=14$, the brackets $J(J+1)-14$ are $-8$, $-2$ and $6$ for $J=2,3,4$. The first-order levels are

$$
E_2=-4\lambda=-299.74,\qquad
E_3=-\lambda=-74.93,\qquad
E_4=3\lambda=224.80\quad(\mathrm{cm^{-1}}).
$$

The lowest level is $J=2=L-S$. Weighted by their degeneracies the shifts cancel, $5(-4)+7(-1)+9(3)=0$, as they must because $\mathbf L\cdot\mathbf S$ has zero trace. The intervals are $3\lambda$ and $4\lambda$, in the ratio $4/3$. For $d^8$ the same expressions hold with $\lambda=-\zeta/2$: the levels $J=4,3,2$ lie at $-\frac32\zeta$, $+\frac12\zeta$ and $+2\zeta$, with $J=4$ lowest.

To see what first order omits, the Coulomb repulsion and $H_{\rm so}$ were diagonalized together in all 45 states of $d^2$, with the repulsion integrals taken from the same $3d$ orbital. The term nearest above $^3F$ is $^1D$, at a distance $\Delta=9291\ \mathrm{cm^{-1}}$, about 62 times $\zeta$. The levels become $-305.36$, $-74.93$ and $223.24\ \mathrm{cm^{-1}}$, which differ from first order by $-5.62$, $0$ and $-1.56\ \mathrm{cm^{-1}}$.

This pattern follows from the selection rules. $H_{\rm so}$ conserves $J$ and, being a vector in orbital space, changes $L$ by at most one. The terms of $d^2$ are $^3F$, $^3P$, $^1G$, $^1D$ and $^1S$. For $J=3$ there is no state besides $^3F_3$, so within $d^2$ its first-order energy is exact. For $J=4$ the partner is $^1G_4$. For $J=2$ it is $^1D_2$, since $^3P_2$ differs from $^3F_2$ by two units of $L$. Both partners lie higher and push the $^3F$ levels down.

The size of the $J=2$ shift can be checked by scaling. The coupling to $^1D_2$ is proportional to $\zeta$; write it as $\kappa\zeta$. The singlet has no first-order shift, while $^3F_2$ moves down by $2\zeta$, so the energy denominator is close to $\Delta+2\zeta$. When $\zeta$ is halved, the coupling becomes $\kappa\zeta/2$ and the denominator $\Delta+\zeta$. The ratio of the two shifts should be

$$
\frac{\kappa^2\zeta^2/(\Delta+2\zeta)}{\kappa^2\zeta^2/[4(\Delta+\zeta)]}
=4\,\frac{\Delta+\zeta}{\Delta+2\zeta}
=4\cdot\frac{9441}{9591}\approx3.937 .
$$

The diagonalization gives 3.937. The correction is thus second order in $\zeta$, and the small departure from 4 comes from the shifted denominator.

These corrections widen the lower interval from 224.80 to 230.42 $\mathrm{cm^{-1}}$ and narrow the upper one from 299.74 to 298.18 $\mathrm{cm^{-1}}$. Their ratio falls from 1.333 to 1.294. Within this model the intervals therefore reveal the mixing between terms while the level order is still unchanged. The measured ratio in titanium is about 1.274, further from $4/3$ than mixing within $d^2$ gives here. In a real atom a departure from the interval rule need not come from mixing alone, because the magnetic interaction between the electron spins can also change the intervals within a single term. As $\zeta$ approaches the term separations, $L$ and $S$ cease to label the levels that have partners with the same $J$, here $J=2$ and $J=4$, and a single constant $\lambda$ no longer describes the multiplet.

The calculation within $d^2$ is still a model. It leaves out correlation, mixing with other configurations, relativistic changes of the orbitals and explicit two-electron magnetic terms. These can alter $\zeta$ and the intervals. The factor $\pm1/(2S)$ is exact in first order for the Hund term of a single configuration, with $H_{\rm so}$ in the one-electron form used here. Mixing with other configurations changes the occupations from which it was derived, and two-electron magnetic terms change the operator, so either can make the coefficient of $\mathbf L\cdot\mathbf S$ in a real atom depart from $\pm\zeta/(2S)$.

## Calculated quantities

```
Hund terms of d^n; energies in units of zeta
n=1 L=2 S=0.5 determinant element=+1.00 lambda=+1.0000 ground J=1.5
n=2 L=3 S=1.0 determinant element=+1.50 lambda=+0.5000 ground J=2.0
n=3 L=3 S=1.5 determinant element=+1.50 lambda=+0.3333 ground J=1.5
n=4 L=2 S=2.0 determinant element=+1.00 lambda=+0.2500 ground J=0.0
n=5 L=0 S=2.5 determinant element=+0.00 lambda=undefined ground J=2.5
n=6 L=2 S=2.0 determinant element=-1.00 lambda=-0.2500 ground J=4.0
n=7 L=3 S=1.5 determinant element=-1.50 lambda=-0.3333 ground J=4.5
n=8 L=3 S=1.0 determinant element=-1.50 lambda=-0.5000 ground J=4.0
n=9 L=2 S=0.5 determinant element=-1.00 lambda=-1.0000 ground J=2.5
d3 4P: lambda/zeta = 0.3333, 1/(2S) = 0.3333
d3 2H: lambda/zeta = 0.2000, 1/(2S) = 1.0000
Ti 3d2 4s2, local exchange, no correlation
3d orbital energy = -27961 cm^-1
radial force balance ratio = 1.00000
one-electron ion, nuclear charge = 5
ion 3d zeta / Dirac value = 0.99977
zeta(3d) = 149.87 cm^-1
lambda(3F) = 74.93 cm^-1 = 9.291 meV
Slater F2 = 56434 cm^-1, F4 = 34616 cm^-1
next term above 3F = 9291 cm^-1
next term: L(L+1) = 6.000, S(S+1) = 0.000
J=2: first order -299.74, full d2 -305.36, difference -5.620 cm^-1
J=3: first order -74.93, full d2 -74.93, difference +0.000 cm^-1
J=4: first order +224.80, full d2 +223.24, difference -1.562 cm^-1
interval J=2 to 3: first order 224.80, full d2 230.42 cm^-1
interval J=3 to 4: first order 299.74, full d2 298.18 cm^-1
interval ratio: first order 1.3333, full d2 1.2940
J=2 correction at zeta / at zeta/2 = 3.937
```
